# Downsampled Screened Exchange: Supercell Periodization and Its Error Bound: a numerical check

```python
"""
Result under test: keeping only every C-th momentum transfer in screened
exchange equals periodizing the kernel on a supercell of m = n/C cells per
axis, with the fine-mesh density matrix unchanged. The error obeys
  |E_m - E_n| <= A(x) J(x) sum_{L != 0} exp(-x |L|),
where g(s) <= A(x) exp(-x|s|), g is the cell integral of |gamma(r,r+s)|^2,
and J(x) is the integral of v(t) exp(x|t|) over all space.
Model: simple cubic lattice, constant a, one filled band made from one
Gaussian exp(-alpha r^2) per cell; kernel v = e^2 erfc(omega r)/(4 pi eps0 r).
Lengths in angstrom, energies in eV per cell, both spins included.
The Gaussian model factorizes over axes, which keeps the 3D sums small.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc, erfcx

COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
a = 4.0
n = 24
omega0 = 0.2
alphas = {"spread": 0.1, "compact": 0.3}


def inverse_overlap(cells, alpha):
    """First row of the inverse overlap matrix on a ring of cells."""
    j = np.arange(cells)
    images = np.arange(-30, 31)
    d = a * (j[:, None] + cells * images[None, :])
    row = np.sqrt(np.pi / (2 * alpha)) * np.exp(-alpha * d**2 / 2).sum(1)
    matrix = row[(j[:, None] - j[None, :]) % cells]
    return np.linalg.inv(matrix)[0]


def pair_weights(alpha, cells_b=n):
    """Weights of Gaussians exp(-alpha (s-h a/2)^2), h = 0..2n-1, that make up
    the 1D cell integral of gamma_n(r,r+s) gamma_b(r,r+s)."""
    ta = inverse_overlap(n, alpha)
    tb = inverse_overlap(cells_b, alpha)
    near = np.arange(-9, 10)
    j, k, dl = np.meshgrid(np.arange(n), near, near, indexing="ij")
    l = j + dl
    w = np.sqrt(np.pi / (4 * alpha)) * ta[j] * tb[(l - k) % cells_b]
    w = w * np.exp(-alpha * a**2 * (k**2 + dl**2) / 2)
    h = (j + l - k) % (2 * n)
    return np.bincount(h.ravel(), weights=w.ravel(), minlength=2 * n)


def energy_real(weights, alpha, omega, mesh):
    """Real-space energy with the kernel summed over supercell images, using
    erfc(omega r)/r = (2/sqrt(pi)) int_omega^inf exp(-t^2 r^2) dt."""
    x, wx = np.polynomial.legendre.leggauss(90)
    u, wu = (x + 1) / 2, wx / 2
    t = omega / u
    beta = alpha * t**2 / (alpha + t**2)
    product = np.ones_like(t)
    for m in mesh:
        length = m * a
        reach = int(np.ceil(80 / length)) + 1
        centre = (np.arange(2 * n) * a / 2) % length
        d = centre[:, None] - length * np.arange(-reach, reach + 1)[None, :]
        images = np.exp(-beta[:, None, None] * d[None]**2).sum(2)
        product = product * np.sqrt(np.pi / (alpha + t**2)) * (images @ weights)
    return -COUL * 2 / np.sqrt(np.pi) * np.sum(wu * omega / u**2 * product)


def transfer_weight(p, k, alpha):
    """Mean over k of squared pair density at total transfer p, from
    normalized plane-wave coefficients of the 1D Bloch functions."""
    g = 2 * np.pi / a * np.arange(-14, 15)
    q = k[None, :, None] + g[None, None, :]
    left = np.exp(-q**2 / (4 * alpha))
    right = np.exp(-(q + p[:, None, None])**2 / (4 * alpha))
    norm = (left**2).sum(2) * (right**2).sum(2)
    return ((left * right).sum(2)**2 / norm).mean(1)


def energy_momentum(alpha, omega, mesh, orbital_cells=n):
    """Momentum-space energy: transfers on mesh, orbitals on orbital_cells."""
    k = 2 * np.pi / (a * orbital_cells) * np.arange(orbital_cells)
    ps, ws = [], []
    for m in mesh:
        step = 2 * np.pi / (m * a)
        p = step * np.arange(int(np.sqrt(150 * alpha) / step) + 2)
        w = transfer_weight(p, k, alpha)
        w[1:] *= 2                      # +p and -p contribute equally
        ps.append(p)
        ws.append(w)
    p2 = (ps[0]**2)[:, None, None] + (ps[1]**2)[None, :, None] + ps[2]**2
    safe = np.where(p2 > 0, p2, 1.0)
    kernel = -4 * np.pi * COUL * np.expm1(-p2 / (4 * omega**2)) / safe
    kernel[0, 0, 0] = np.pi * COUL / omega**2
    total = np.einsum("ijk,i,j,k->", kernel, ws[0], ws[1], ws[2], optimize=True)
    return -total / (np.prod(mesh) * a**3)


def pair_function(weights, alpha, s):
    """1D pair function on the ring of n cells."""
    g = np.zeros_like(s)
    for image in (-2, -1, 0, 1, 2):
        c = np.arange(2 * n) * a / 2 + image * n * a
        g += np.exp(-alpha * (s[:, None] - c[None, :])**2) @ weights
    return g


def moment(x, omega):
    """Closed form of J(x), in eV angstrom^3."""
    f = np.exp(x**2 / (4 * omega**2)) * (1 + erf(x / (2 * omega)))
    return 4 * np.pi * COUL * (f / (2 * omega**2)
                               + 1 / (np.sqrt(np.pi) * x * omega)
                               - (f - 1) / x**2)


def moment_quadrature(x, omega):
    def integrand(t):
        return t * np.exp(x * t - (omega * t)**2) * erfcx(omega * t)
    return 4 * np.pi * COUL * quad(integrand, 0, 100, limit=300, points=[20])[0]


print(f"lattice constant a = {a:.1f} angstrom")
print(f"screening parameter omega = {omega0:.2f} 1/angstrom")
print(f"fine mesh = {n} x {n} x {n} k-points")
print(f"e^2/(4 pi eps0) = {COUL:.6f} eV angstrom")

s = np.linspace(0, n * a / 2, 97)
radius = np.sqrt((s**2)[:, None, None] + (s**2)[None, :, None] + s**2)
cells = np.arange(-24, 25)
shell = np.sqrt((cells**2)[:, None, None] + (cells**2)[None, :, None] + cells**2)
shell = shell[shell > 0]
weights, errors = {}, {}
largest_mismatch = 0.0

for name, alpha in alphas.items():
    kappa = alpha * a
    w = weights[name] = pair_weights(alpha)
    assert abs(w.sum() * np.sqrt(np.pi / alpha) - 1) < 1e-10
    fine = energy_real(w, alpha, omega0, (n, n, n))
    for mesh in [(n, n, n), (6, 6, 6), (4, 4, 4), (3, 3, 3), (2, 2, 2), (6, 4, 3)]:
        gap = abs(energy_real(w, alpha, omega0, mesh)
                  - energy_momentum(alpha, omega0, mesh))
        largest_mismatch = max(largest_mismatch, gap)
        assert gap < 1e-9, (name, mesh, gap)

    g1 = pair_function(w, alpha, s)
    assert g1.min() > 0
    lg = np.log(g1)
    log_g = lg[:, None, None] + lg[None, :, None] + lg
    rates = np.linspace(0.4, 1.0, 13) * kappa
    amplitude = [np.exp((log_g + x * radius).max()) for x in rates]
    for x in (rates[0], rates[-1]):
        assert abs(moment(x, omega0) / moment_quadrature(x, omega0) - 1) < 1e-7

    print(f"{name}: alpha = {alpha:.2f} 1/angstrom^2")
    print(f"{name}: decay rate kappa of g = {kappa:.3f} 1/angstrom")
    print(f"{name}: crossover kappa/(2 omega^2) = {kappa/(2*omega0**2):.2f} angstrom")
    print(f"{name}: kernel moment J(kappa) = {moment(kappa, omega0):.4e} eV angstrom^3")
    print(f"{name}: fine-mesh exchange energy = {fine:.8f} eV")
    for m in (6, 4, 3, 2):
        error = energy_real(w, alpha, omega0, (m, m, m)) - fine
        errors[name, m] = error
        bounds = [amp * moment(x, omega0) * np.exp(-x * m * a * shell).sum()
                  for amp, x in zip(amplitude, rates)]
        best = int(np.argmin(bounds))
        assert error < 0 and abs(error) <= bounds[best], (name, m)
        print(f"{name}: C={n//m:2d}, L={m*a:4.0f} angstrom, error = {error:.4e} eV, "
              f"bound = {bounds[best]:.3e} eV at rate {rates[best]:.3f} 1/angstrom")

print(f"largest real/momentum mismatch = {largest_mismatch:.1e} eV")
joule = errors["spread", 4] * const.e
print(f"spread: error at C=6 in SI = {joule:.4e} J")


def local_rate(name, omega, m1, m2):
    alpha, w = alphas[name], weights[name]
    fine = energy_real(w, alpha, omega, (n, n, n))
    d1 = energy_real(w, alpha, omega, (m1,) * 3) - fine
    d2 = energy_real(w, alpha, omega, (m2,) * 3) - fine
    return np.log(d1 / d2) / ((m2 - m1) * a)


# Beyond the crossover the error rate is that of g and ignores the screening.
kappa = alphas["spread"] * a
for omega in (omega0, 0.3):
    rate = local_rate("spread", omega, 6, 8)
    assert abs(rate / kappa - 1) < 0.02, rate
    print(f"spread: error rate, L = 24 to 32 angstrom, omega {omega:.2f} 1/angstrom"
          f" = {rate:.4f} 1/angstrom")

# Below the crossover the rate is smaller than kappa and follows the screening.
kappa_c = alphas["compact"] * a
rate_short = local_rate("compact", omega0, 2, 3)
rate_weak = local_rate("compact", 0.15, 2, 3)
rate_long = local_rate("compact", omega0, 4, 6)
assert rate_short < 0.9 * kappa_c and rate_short < rate_long
assert rate_weak < 0.85 * rate_short
print(f"compact: error rate, L = 8 to 12 angstrom = {rate_short:.4f} 1/angstrom")
print(f"compact: same with omega 0.15 1/angstrom = {rate_weak:.4f} 1/angstrom")
print(f"compact: error rate, L = 16 to 24 angstrom = {rate_long:.4f} 1/angstrom")

# The product of both decays at one distance fails as an error estimate.
alpha, w = alphas["spread"], weights["spread"]
fine = energy_real(w, alpha, omega0, (n, n, n))
ratios = []
for m in (4, 8):
    length = m * a
    g_axis = pair_function(w, alpha, np.array([0.0, length]))
    simple = (6 * a**3 * g_axis[0]**2 * g_axis[1]
              * COUL * erfc(omega0 * length) / length)
    error = abs(energy_real(w, alpha, omega0, (m,) * 3) - fine)
    ratios.append(error / simple)
    print(f"spread: L={length:.0f} angstrom, error / [6 a^3 g(L) v(L)] = {ratios[-1]:.3e}")
assert ratios[1] > 1e6 * ratios[0]

# Other reading: fixed coarse orbitals periodize the density matrix instead.
other = {}
for m in (6, 8, 12):
    mixed = pair_weights(alpha, m)
    real = energy_real(mixed, alpha, omega0, (n, n, n))
    momentum = energy_momentum(alpha, omega0, (n, n, n), orbital_cells=m)
    assert abs(real - momentum) < 1e-9, (m, real, momentum)
    other[m] = real - fine
    print(f"fixed coarse orbitals, spread: L={m*a:.0f} angstrom, error = {other[m]:.4e} eV")
rate = np.log(abs(other[8] / other[12])) / (4 * a)
assert abs(rate / (kappa / 2) - 1) < 0.05, rate
assert abs(other[6]) > abs(errors["spread", 6])
print(f"fixed coarse orbitals: error rate = {rate:.4f} 1/angstrom")
print(f"half the decay rate of g = {kappa/2:.4f} 1/angstrom")

print("all assertions hold")
```

Output:

```
lattice constant a = 4.0 angstrom
screening parameter omega = 0.20 1/angstrom
fine mesh = 24 x 24 x 24 k-points
e^2/(4 pi eps0) = 14.399645 eV angstrom
spread: alpha = 0.10 1/angstrom^2
spread: decay rate kappa of g = 0.400 1/angstrom
spread: crossover kappa/(2 omega^2) = 5.00 angstrom
spread: kernel moment J(kappa) = 8.0720e+03 eV angstrom^3
spread: fine-mesh exchange energy = -4.20316373 eV
spread: C= 4, L=  24 angstrom, error = -9.3747e-04 eV, bound = 7.055e-02 eV at rate 0.400 1/angstrom
spread: C= 6, L=  16 angstrom, error = -2.3164e-02 eV, bound = 1.928e+00 eV at rate 0.400 1/angstrom
spread: C= 8, L=  12 angstrom, error = -1.2215e-01 eV, bound = 1.103e+01 eV at rate 0.400 1/angstrom
spread: C=12, L=   8 angstrom, error = -8.7176e-01 eV, bound = 7.519e+01 eV at rate 0.400 1/angstrom
compact: alpha = 0.30 1/angstrom^2
compact: decay rate kappa of g = 1.200 1/angstrom
compact: crossover kappa/(2 omega^2) = 15.00 angstrom
compact: kernel moment J(kappa) = 3.4620e+07 eV angstrom^3
compact: fine-mesh exchange energy = -6.10231565 eV
compact: C= 4, L=  24 angstrom, error = -1.4124e-08 eV, bound = 7.161e-06 eV at rate 1.200 1/angstrom
compact: C= 6, L=  16 angstrom, error = -1.7820e-04 eV, bound = 9.290e-02 eV at rate 1.140 1/angstrom
compact: C= 8, L=  12 angstrom, error = -1.1795e-02 eV, bound = 4.830e+00 eV at rate 0.840 1/angstrom
compact: C=12, L=   8 angstrom, error = -4.2086e-01 eV, bound = 9.685e+01 eV at rate 0.600 1/angstrom
largest real/momentum mismatch = 4.7e-14 eV
spread: error at C=6 in SI = -3.7113e-21 J
spread: error rate, L = 24 to 32 angstrom, omega 0.20 1/angstrom = 0.4000 1/angstrom
spread: error rate, L = 24 to 32 angstrom, omega 0.30 1/angstrom = 0.4000 1/angstrom
compact: error rate, L = 8 to 12 angstrom = 0.8937 1/angstrom
compact: same with omega 0.15 1/angstrom = 0.6522 1/angstrom
compact: error rate, L = 16 to 24 angstrom = 1.1803 1/angstrom
spread: L=16 angstrom, error / [6 a^3 g(L) v(L)] = 3.110e+06
spread: L=32 angstrom, error / [6 a^3 g(L) v(L)] = 2.608e+20
fixed coarse orbitals, spread: L=24 angstrom, error = -3.0523e-03 eV
fixed coarse orbitals, spread: L=32 angstrom, error = -6.1334e-04 eV
fixed coarse orbitals, spread: L=48 angstrom, error = -2.4959e-05 eV
fixed coarse orbitals: error rate = 0.2001 1/angstrom
half the decay rate of g = 0.2000 1/angstrom
all assertions hold
```
